# Vibrational surface free energy of a nearest-neighbour fcc (100) slab

**Question**

I am working on an exercise about an fcc (100) slab in which nearest neighbours are joined by harmonic springs. I have to find the vibrational part of the surface free energy from the "excess log-frequencies", then its slope at high temperature and its size relative to the static surface energy.

My parameters are in the rough range of aluminium: lattice constant \(a=0.405\) nm, mass \(M=27\) u, spring constant \(k=20\) N/m and bond energy \(\varepsilon=0.25\) eV.

I am stuck on three points. Each mode contributes \(k_BT\ln(\hbar\omega/k_BT)\), so I expect a \(T\ln T\) term and no definite slope. I also don't know whether the zero-point energy is the intercept of the high-temperature line. Finally, the slab has modes with \(\omega\to0\), where the logarithm diverges. How does this give a finite answer?

**Answer**

The three points have separate answers. Subtracting the bulk reference removes the \(T\ln T\) term. The high-temperature expansion of each mode has no constant term, so the zero-point energy is not the intercept. The logarithm of the soft modes diverges weakly enough to be integrated over the wavevector.

**Model and static energy**

Let \(d=a/\sqrt2\) be the bond length. A (100) layer is a square lattice with one atom per area \(d^2=a^2/2\). Each atom has four neighbours in its layer, four above and four below. Every bond sits at its energy minimum, so the bonds that survive cleavage exert no force and the ideal surface does not relax.

Cleavage cuts four bonds per surface cell and creates two faces. The static surface energy per surface atom is therefore

\[
\frac{4\varepsilon}{2}=2\varepsilon=500\ \text{meV},
\]

or 0.977 J/m².

**The excess free energy**

A harmonic mode has free energy

\[
\phi(\omega)=\frac{\hbar\omega}{2}+k_BT\ln\!\left(1-e^{-\hbar\omega/k_BT}\right)=k_BT\ln\!\left(2\sinh\frac{\hbar\omega}{2k_BT}\right).
\]

For a slab of \(N\) layers, with sums taken per surface cell, define

\[
f=\frac12\left[\sum_{\rm slab}\phi-N\sum_{\rm bulk}\phi\right].
\]

The factor ½ shares the excess between two faces, and \(N\to\infty\) is understood. With \(x=\hbar\omega/k_BT\),

\[
\ln\!\left(2\sinh\frac x2\right)=\ln x+\frac{x^2}{24}-\frac{x^4}{2880}+\dots,\qquad x<2\pi .
\]

Set \(\omega_0^2=k/M\) and write \(\ln x=\ln(\omega/\omega_0)+\ln(\hbar\omega_0/k_BT)\). The last term is the same for every mode. The slab has \(3N\) modes per cell and so does the reference, so this term enters as \(\tfrac12(3N-3N)\ln(\hbar\omega_0/k_BT)=0\). This removes your \(T\ln T\) term, and \(\hbar\) with it. The leading part is \(k_BTL\), where

\[
L=\frac12\left[\sum_{\rm slab}\ln\frac{\omega}{\omega_0}-N\sum_{\rm bulk}\ln\frac{\omega}{\omega_0}\right].
\]

Let \(D\) be the dynamical matrix in units of \(k/M\). Its eigenvalues are \((\omega/\omega_0)^2\), so \(\sum\ln(\omega/\omega_0)=\tfrac12\ln\det D\) and

\[
L=\frac14\Big\langle \ln\det D_{\rm slab}-N\langle\ln\det D_{\rm bulk}\rangle_\theta\Big\rangle_{\mathbf q}.
\]

Here \(\mathbf q\) is the in-plane wavevector times \(d\), and \(\theta\) is the phase advance per layer in the bulk. Neither \(k\) nor \(M\) appears, so \(L\) is a pure number fixed by the lattice and the face.

The next term needs \(\sum(\omega/\omega_0)^2=\operatorname{Tr}D\). Each bond of an atom adds \(\mathbf n\mathbf n^T\), of trace 1, to its diagonal block. A bulk atom has 12 bonds and a surface atom 8, so the excess trace is \(-4\) per surface atom:

\[
f=k_BTL-\frac{(\hbar\omega_0)^2}{6k_BT}+O(T^{-3}),\qquad
\frac{df}{dT}=k_BL+\frac{(\hbar\omega_0)^2}{6k_BT^2}+\dots
\]

There is no \(T^0\) term. The high-temperature line passes through the origin, and the zero-point energy is not its intercept.

**The dynamical matrix**

Take \(x\) and \(y\) along the in-plane bonds. The upward bonds have unit vectors \(\mathbf n=(\pm\tfrac12,\pm\tfrac12,\tfrac1{\sqrt2})\) and in-plane offsets \(\boldsymbol\delta=(\pm\tfrac12,\pm\tfrac12)\), in units of \(d\). From the bond energy \(\tfrac12k[\mathbf n\cdot(\mathbf u_j-\mathbf u_i)]^2\), the blocks are

\[
A=\operatorname{diag}(2-2\cos q_x,\;2-2\cos q_y,\;0),\quad S=\sum_{\rm up}\mathbf n\mathbf n^T=\operatorname{diag}(1,1,2),
\]
\[
T_{\mathbf q}=\sum_{\rm up}\mathbf n\mathbf n^Te^{i\mathbf q\cdot\boldsymbol\delta}.
\]

A bulk layer has neighbours on both sides:

\[
D(\mathbf q,\theta)=A+2S-T_{\mathbf q}e^{i\theta}-T_{\mathbf q}^\dagger e^{-i\theta}.
\]

In the slab, the diagonal block is \(A+2S\) inside and \(A+S\) at each face, and adjacent layers are coupled by \(-T_{\mathbf q}\).

**Removing the thickness**

Close \(N\) layers into a ring and then cut the four bonds per cell at one interface. This gives the slab. With \(\mathbf u_l\propto e^{i\theta l}\mathbf u\), the extension of cut bond \(j\) is

\[
\mathbf n_j\cdot(\mathbf u_{l+1}e^{i\mathbf q\cdot\boldsymbol\delta_j}-\mathbf u_l)\;\propto\; g_j\,\mathbf n_j\cdot\mathbf u,\qquad g_j=e^{i(\mathbf q\cdot\boldsymbol\delta_j+\theta)}-1 .
\]

Let \(C\) be the matrix whose four columns \(\mathbf c_j\) give these extensions as \(\mathbf c_j^\dagger\mathbf u\). Then \(D_{\rm slab}=D_{\rm ring}-CC^\dagger\), and the determinant lemma gives

\[
\frac{\det D_{\rm slab}}{\det D_{\rm ring}}=\det(1-C^\dagger D_{\rm ring}^{-1}C).
\]

For \(N\to\infty\) at fixed \(\mathbf q\neq0\), the ring becomes the bulk reference and the sum over \(\theta\) becomes an average:

\[
L=\frac14\langle\ln\det(1-M)\rangle_{\mathbf q},\qquad M_{ij}=\big\langle g_i\,\mathbf n_i^TD^{-1}\mathbf n_j\,g_j^*\big\rangle_\theta .
\]

(The matrix \(M\) is not the mass.) Only a 4×4 determinant is left.

This form also fixes the sign. Subtracting the positive semidefinite \(CC^\dagger\) can lower the ordered frequencies or leave them unchanged, but cannot raise them. Since \(\phi\) increases with \(\omega\), \(f\) cannot be positive at any temperature in this model.

**A wavevector done by hand**

At the zone corner \(\mathbf q=(\pi,\pi)\), the sum for \(T_{\mathbf q}\) leaves only \(T_{xy}=T_{yx}=-1\).

The \(z\) motions of different layers decouple. Their diagonal element is 4 in the bulk and 2 at a face, so the two faces give a determinant ratio \((2/4)^2=1/4\).

The \(x\) and \(y\) motions form two identical chains, \(x_0,y_1,x_2,\dots\) and \(y_0,x_1,y_2,\dots\). Each has diagonal 6, end entries 5 and coupling 1. Let \(P_N\) be the determinant with all diagonal entries equal to 6. It obeys \(P_N=6P_{N-1}-P_{N-2}\), so

\[
P_N=\frac{\lambda^{N+1}-\lambda^{-N-1}}{\lambda-\lambda^{-1}},\qquad \lambda+\lambda^{-1}=6,\quad \lambda=3+2\sqrt2 .
\]

Lowering both end entries by 1 gives \(P_N-2P_{N-1}+P_{N-2}\). The bulk reference is \(\lambda^N\), because \(6\pm2\cos\theta=\lambda|1\pm e^{i\theta}/\lambda|^2\) and the logarithm of the squared modulus averages to zero. For large \(N\) the ratio is

\[
\frac{\lambda(1-\lambda^{-1})^2}{\lambda-\lambda^{-1}}=\frac{\lambda-1}{\lambda+1}=\frac1{\sqrt2}.
\]

The corner therefore contributes

\[
L(\pi,\pi)=\frac14\left[2\ln\frac1{\sqrt2}+\ln\frac14\right]=-\frac34\ln2\approx-0.52 .
\]

**The soft modes**

Now take \(|\mathbf q|\to0\). Read backwards, the cut says \(1/\det(1-M)=\det(1+C^\dagger D_{\rm slab}^{-1}C)\), which contains the static response of two free half-crystals. By dimensional analysis, the surface displacement of an elastic half-space under a force of wavevector \(\mathbf q\) scales as \(1/|\mathbf q|\). The four cut bonds feel three uniform relative displacements of the faces. The remaining combination of bonds, with alternating signs, feels none of them. Hence \(\det(1-M)\propto|\mathbf q|^3\), and the integrand of \(L\) behaves as \(\tfrac34\ln|\mathbf q|\).

This is your divergence. It is harmless, since \(\int q\ln q\,dq\) converges at the origin in two dimensions.

**The number**

Midpoint grids of \(n\times n\) points in one quadrant of the surface zone avoid \(\mathbf q=0\). They give \(L=-0.778670\) for \(n=16\) and \(-0.778908\) for \(n=32\). Assuming an error proportional to \(1/n^2\),

\[
L=\frac{4(-0.778908)-(-0.778670)}3\approx-0.7790 .
\]

The pair \(n=12,24\) extrapolates to the same four digits. As an independent test, the eigenfrequencies of a 40-layer slab on the 12×12 grid give \(-0.778420\), against \(-0.778419\) from the 4×4 determinant on that grid. Thin slabs are less accurate: on the 24×24 grid, four layers give \(-0.8004\) per face, while the infinite-thickness value is \(-0.7788\).

An Einstein estimate keeps only the on-site blocks, \(\operatorname{diag}(3,3,2)\) at the surface and \(\operatorname{diag}(4,4,4)\) in the bulk:

\[
L_E=\frac12\ln\frac{3\cdot3\cdot2}{4^3}=-0.634 .
\]

It misses about 19% of the magnitude of \(L\), the part due to correlated motion.

**Slope and size**

With \(k_B=0.08617\) meV/K, the limiting slope is

\[
k_BL=-0.0671\ \text{meV/K per surface atom}.
\]

Dividing by \(d^2=0.0820\) nm² gives \(-0.131\) mJ/(m² K). At 900 K the classical term is \(-60.4\) meV. With \(\hbar\omega_0=13.90\) meV, the first quantum term is

\[
-\frac{(13.90)^2}{6\times77.56}\ \text{meV}=-0.415\ \text{meV}.
\]

The full mode sum gives:

| \(T\) (K) | \(f\) (meV/atom) | \(f/2\varepsilon\) |
|---|---|---|
| 300 | −21.4 | −4.3% |
| 600 | −40.9 | −8.2% |
| 900 | −60.8 | −12.2% |

At 900 K this is \(-119\) mJ/m², which lowers the surface free energy from 0.977 to about 0.86 J/m², with the area per atom held at its unexpanded value.

At \(T=0\) the surface term is the zero-point value, \(-8.1\) meV. The curve starts there with zero slope and approaches the line \(k_BTL\) from below. The expansion in \(1/T\) requires \(\hbar\omega<2\pi k_BT\) for all modes. The top bulk frequency, \(\sqrt8\,\omega_0/2\pi=9.51\) THz, puts that limit near 73 K.

**How far to trust this for aluminium**

The parameters are rough. Your \(\varepsilon\) gives a static surface energy near 1 J/m². The same bonds give a cohesive energy of only \(6\varepsilon=1.5\) eV, far below the metal's rough 3.4 eV. Fitting the bonds to cohesion instead, with \(k\) held fixed, raises the static energy to about 1.1 eV per surface atom and reduces the 900 K ratio to \(-5.4\%\). The ratio thus depends strongly on how \(\varepsilon\) is chosen, whereas \(f\) does not depend on \(\varepsilon\).

Among the changes tried here, the largest effect on \(f\) comes from letting the surface springs differ from the bulk springs. In a metal, bond stiffness depends on coordination. As an illustration, stiffening the springs between the two outermost layers by 20% shifts the classical term \(k_BTL\) at 900 K by \(+18\) meV, and softening them by 20% shifts it by \(-22\) meV, which is 30 to 35% of \(|f|\).

Counted per surface atom, thermal expansion matters less here. A uniform change of \(k\) cancels from \(L\). With a Morse bond of the same \(k\) and \(\varepsilon\), the quasi-harmonic lattice expands by 2.6% at 900 K. The longer bonds then change the surface free energy by \(-6.2\) meV, and their tension changes \(k_BTL\) by \(+1.7\) meV, both per surface atom and without extra relaxation of the outer layers. Counted per unit area, the ranking does not hold. The area per atom grows by \(1.026^2-1\approx5.3\%\), which alone lowers 0.86 J/m² by about 43 mJ/m². That is as large as the \(+36\) and \(-42\) mJ/m² from the ±20% spring changes. The free-electron thermal free energy is \(-3.8\) meV per bulk atom. This is a bulk value; the electronic surface term is not calculated here.

Since 900 K is close to aluminium's melting point, the last row of the table is a harmonic extrapolation, not a prediction for the metal. The remaining values are in the numerical output.

## Computed results

```
lattice constant a = 0.405 nm
bond length d = 0.2864 nm
area per surface atom = 0.08201 nm^2
mass M = 27.0 u
spring constant k = 20.0 N/m
bond energy eps = 0.250 eV
hbar*w0 = 13.902 meV
top bulk frequency = 9.50 THz
static surface energy = 500.0 meV/atom
static surface energy = 0.977 J/m^2
L, 4x4 determinant, 12x12 q points = -0.778419
L, 4x4 determinant, 16x16 q points = -0.778670
L, 4x4 determinant, 24x24 q points = -0.778847
L, 4x4 determinant, 32x32 q points = -0.778908
L extrapolated from 12 and 24 = -0.778990
L extrapolated from 16 and 32 = -0.778988
L, 40-layer slab, 12x12 q points = -0.778420
L, 4-layer slab, 24x24 q points = -0.800351
L, 8-layer slab, 24x24 q points = -0.783607
L, 16-layer slab, 24x24 q points = -0.779887
L, Einstein estimate = -0.6343
slope kB*L = -67.13 microeV/K per atom
slope kB*L/area = -0.1311 mJ/(m^2 K)
zero-point surface term = -8.146 meV/atom
300 K: classical kB*T*L = -20.14 meV/atom
300 K: quantum correction = -1.224 meV/atom
300 K: total f = -21.36 meV/atom = -41.7 mJ/m^2
300 K: f/static = -4.27 %
600 K: classical kB*T*L = -40.28 meV/atom
600 K: quantum correction = -0.620 meV/atom
600 K: total f = -40.90 meV/atom = -79.9 mJ/m^2
600 K: f/static = -8.18 %
900 K: classical kB*T*L = -60.42 meV/atom
900 K: quantum correction = -0.414 meV/atom
900 K: total f = -60.83 meV/atom = -118.8 mJ/m^2
900 K: f/static = -12.17 %
900 K: first quantum term = -0.415 meV/atom
rough cohesive energy = 3.4 eV/atom
static energy from cohesion = 1133 meV/atom
900 K: f/static from cohesion = -5.37 %
900 K: outer springs +20%: shift = +18.46 meV/atom
900 K: outer springs -20%: shift = -21.52 meV/atom
900 K: quasi-harmonic linear strain = 2.62 %
900 K: shift from longer bonds = -6.24 meV/atom
900 K: shift from bond tension in L = +1.72 meV/atom
free-electron Fermi energy = 11.65 eV
900 K: bulk electronic free energy = -3.82 meV/atom
```
